Wigner Rotation Matrices from Sampled Harmonics by a Weighted Transpose

WHAT GOES WRONG

Suppose a program takes its spherical harmonics from one routine and its rotation matrix from a formula with another phase, ordering or sense of rotation. The matrix can still be unitary. A Hamiltonian block rotated with it keeps its eigenvalues, because every unitary similarity does, but its elements in the laboratory axes are in general wrong. In the d-shell example below, rotating the wrong way turns a diagonal element of +0.061 eV into −0.056 eV and leaves the spectrum unchanged.

Sampling the harmonic routine itself removes the mismatch of phase and order. It brings a new danger, since badly placed sample points make the linear system singular. Suitable points and weights cure this and replace the solve by a multiplication with a conjugate transpose.

THE SAMPLED EQUATION

Let R be a rotation and n a unit vector. A rotated function is defined by

(R f)(n) = f(R⁻¹n).

The harmonics Y_m of fixed degree l, with m = −l, ..., l, are orthonormal on the sphere. Rotation commutes with the angular Laplacian, so R Y_m has the same degree and can be expanded:

R Y_m = Σ_m' Y_m' D_m'm.

This fixes the index order of D. Since rotation preserves inner products, D is unitary. Applying R₂ and then R₁ gives

R₁R₂Y_m = Σ_k (R₁Y_k) D_km(R₂) = Σ_m' Y_m' [D(R₁)D(R₂)]_m'm,

so D(R₁R₂) = D(R₁)D(R₂).

Choose directions n_i, i = 1, ..., N, and define

A_im = Y_m(n_i),  B_im = Y_m(R⁻¹n_i).

Evaluating the expansion at n_i gives

B = A D.

No sampling error enters, because the expansion is finite. If A has full column rank, multiplication by A† gives

D = (A†A)⁻¹A†B.

The second set of points is R⁻¹n_i. Using Rn_i samples R⁻¹Y_m instead and returns D(R⁻¹) = D†. If directions are stored as rows, the row of R⁻¹n is nᵀR, because R⁻¹ = Rᵀ.

REAL AND COMPLEX FORMS

The equation holds for any orthonormal basis of the l-space. Here complex harmonics carry the Condon-Shortley phase, and for m > 0 the real ones are

S_m = √2 (−1)^m Re Y_m,  S_−m = √2 (−1)^m Im Y_m,

with S_0 = Y_0. For l = 2 the order is xy, yz, z², xz, x²−y². If S = Y U, with the functions written as rows, then

R S = Y D U = S U†D U,

so D_real = U†D U. Sampling S gives this matrix directly.

For complex harmonics, a turn by α about z replaces φ by φ−α and multiplies Y_m by exp(−imα). With R = Rz(α)Ry(β)Rz(γ), the product rule then gives

D_m'm = exp(−im'α) d_m'm(β) exp(−imγ),

where d(β) is the matrix of Ry(β).

WHEN THE SOLVE IS SINGULAR

A nonzero column c with A c = 0 describes a harmonic Σ_m c_m Y_m that vanishes at every sample point. Full rank means that no such harmonic exists. A set of 2l+1 suitable points can be built one by one: choose each new point where some harmonic vanishing at all earlier points is nonzero. Each choice lowers the dimension of the vanishing subspace by one, until nothing is left.

Five distinct points on the equator, no two antipodal, fail for l = 2. There xz and yz vanish and z² is constant, so the rank is three. Antipodal pairs are also wasteful: Y_m(−n) = (−1)^l Y_m(n), and the second row repeats the first up to sign.

THE CONDITION FOR A TRANSPOSE

Take positive weights w_i with Σ_i w_i = 1, put W = diag(w_i), and define

K = 4πA†W A.

Multiplying B = A D from the left by 4πA†W gives

4πA†W B = K D.

Since D is invertible, the left side equals D if and only if K = 1. For real harmonics and equal weights this reads D = (4π/N)AᵀB.

To turn K = 1 into a condition on the points, write x_ij = n_i·n_j and use the addition theorem,

Σ_m Y_m(n_i)Y_m*(n_j) = (2l+1)P_l(x_ij)/(4π).

At i = j it gives tr K = (2l+1)Σ_i w_i = 2l+1. For the square, the two sums over m factorize:

tr K² = (4π)² Σ_ij w_i w_j |Σ_m Y_m(n_i)Y_m*(n_j)|²
   = (2l+1)² Σ_ij w_i w_j P_l(x_ij)².

K is Hermitian, so in the Frobenius norm

‖K−1‖² = tr K² − 2 tr K + (2l+1) = tr K² − (2l+1).

Now expand P_l² = Σ_L c_L P_L. Parity and degree restrict L to 0, 2, ..., 2l. The average of P_l² over the sphere is c_0 = 1/(2l+1), so the L = 0 term of tr K² is 2l+1 and cancels. What remains is

‖K−1‖² = (2l+1)² Σ_{L=2,4,...,2l} c_L M_L,

M_L = Σ_ij w_i w_j P_L(x_ij)
  = [4π/(2L+1)] Σ_M |Σ_i w_i Y_LM(n_i)|² ≥ 0.

If all these moments vanish, K = 1. The converse needs c_L > 0. Multiply P_l(n·n')² by P_L(z)P_L(z') and integrate over both spheres. The expansion gives c_L[4π/(2L+1)]², while the addition theorem gives

[4π/(2l+1)]² Σ_mm' |∫Y_m*Y_m'P_L dΩ|².

It is enough that the term m = m' = l is nonzero. There |Y_l|² is proportional to (1−z²)^l. Let I_l be the integral of (1−z²)^l P_L(z) from −1 to 1. Using Legendre's equation and integrating by parts twice gives

[2l(2l+1) − L(L+1)] I_l = 4l² I_(l−1).

At l = L/2 the polynomial has degree L and a nonzero leading coefficient, so I_l ≠ 0. For larger l the bracket is positive, and the recurrence keeps I_l nonzero. Hence c_L > 0, and the transpose formula holds if and only if

Σ_i w_i Y_LM(n_i) = 0 for L = 2, 4, ..., 2l and all M.

Odd moments do not enter, so one direction from each antipodal pair is enough.

WHY 2l+1 POINTS ARE TOO FEW FOR EVEN l ≥ 2

For l = 1, take the three Cartesian axes with equal weights. Then A = √(3/4π) times the unit matrix in the component order y, z, x, and B is the same factor times R in that order. The transpose gives D = R, as it should for vectors.

This does not extend to even l ≥ 2. If A is square and K = 1, then Q = √(4π) W^½ A is a square unitary matrix, so QQ† = 1 as well:

(2l+1)√(w_i w_j) P_l(x_ij) = δ_ij.

The diagonal gives w_i = 1/(2l+1), and the rest gives P_l(x_ij) = 0 for i ≠ j. For even l ≥ 2 the moment with L = l must also vanish, so Σ_j w_j P_l(x_ij) = 0. But its one surviving term is w_i, a contradiction. The argument leaves odd l ≥ 3 open.

For five points and l = 2 the failure has a definite size. Let ε = ‖K−1‖. The square matrix G = QQ† has the same eigenvalues as K, so ‖G−1‖ = ε. The vector with components √w_i has unit length, and its expectation value in G is 5M_2, so 5M_2 ≥ 1−ε. Since

P_2² = 1/5 + (2/7)P_2 + (18/35)P_4,

the norm formula gives ε² ≥ 25(2/7)M_2 ≥ (10/7)(1−ε), hence ε² > 0.459. A quasi-Newton minimization of ε² over positions and weights, from 12 random starts, reached 0.642. That is the lowest value found, not a proven minimum.

SIX AXES FOR d, SIXTEEN FOR g

Let τ = (1+√5)/2. The six vertex axes of an icosahedron are

(0, ±1, τ), (τ, 0, ±1), (±1, τ, 0), each divided by √(1+τ²).

Different axes have x² = 1/5, where P_2 = −1/5 and P_4 = (35/25 − 30/5 + 3)/8 = −1/5. For L = 2 and 4 the sum over axes seen from any one of them is 1 − 5/5 = 0. Equal weights of 1/6 therefore serve l = 1 and 2.

For higher l, symmetry reduces the number of conditions. The function F_L(n) = Σ_i w_i P_L(n·n_i) is invariant under the icosahedral rotations when L is even and equivalent axes have equal weights. Averaging the 60 rotations projects onto invariants, and the trace of this projector counts them:

n_L = [2L+1 + 15χ(π) + 20χ(2π/3) + 12χ(2π/5) + 12χ(4π/5)]/60,

χ(ω) = 1 + 2 Σ_{m=1..L} cos(mω).

For L = 2, 4, 6, 8, 10 this gives 0, 0, 1, 0, 1. Up to L = 8 there is a single condition, at L = 6.

Add the ten face axes

(1, ±1, ±1), (±1/τ, 0, τ), (τ, ±1/τ, 0), (0, τ, ±1/τ), each divided by √3.

Let V and F be the total weights of the vertex and face axes. Seen from a vertex, the mean of P_6 over the vertex axes is 11/25. Over the face axes x² takes the values (5±2√5)/15 five times each, and the mean is −11/45. There is one invariant at L = 6, and it is nonzero at the vertex, so cancelling F_6 there cancels it everywhere:

(11/25)V − (11/45)F = 0,  V + F = 1.

Thus V = 5/14 and F = 9/14, or 0.05952 per vertex axis and 0.06429 per face axis. The 16 axes serve all l ≤ 4.

At l = 5 the L = 10 moment enters, and ‖K−1‖ is 3.16. Because D is unitary, this is also the norm of the error K D − D. The norm of D itself is √11 = 3.32, so the error is about 95 per cent of it.

ANY DEGREE

Use l+1 Gauss-Legendre nodes in z and 2l+1 equally spaced longitudes. If g_a is the Gauss weight, with Σ_a g_a = 2, each point at that latitude has w = g_a/[2(2l+1)].

The product Y_m*Y_m' contains exp[i(m'−m)φ] with |m'−m| ≤ 2l. The longitude sum therefore vanishes unless m = m'. What remains is a polynomial in z of degree 2l, and the nodes integrate polynomials through degree 2l+1. Hence K = 1. The number of points is N = (l+1)(2l+1), or 153 for l = 8.

PSEUDOCODE AND COST

setup(l):
  choose directions n_i and weights w_i
  A[i,m] = harmonic(l, m, n_i)
  T = 4π A† diag(w)
  stop if ‖T A − 1‖ exceeds the rounding tolerance
  return directions, T

rotation_matrix(R):
  B[i,m] = harmonic(l, m, Rᵀn_i)
  return T B

The setup is done once for each l. A new rotation needs N(2l+1) harmonic values and N(2l+1)² multiplications. For the product grid at large l this is about 8l⁴ multiplications. A square set with a stored inverse needs about 8l³, so the transpose on that grid buys conditioning and simplicity, not speed. For l ≤ 4 the 16 axes keep the cost small.

For an improper operation −R, the inverse direction is −R⁻¹n. The parity of the harmonics gives D(−R) = (−1)^l D(R), and the same code produces this sign.

STABILITY

Let B carry an error δB. The solve gives δD = A⁺δB, with A⁺ = (A†A)⁻¹A†, so ‖δD‖ ≤ ‖δB‖/σ_min, where σ_min is the smallest singular value of A. For real harmonics and independent errors of variance s² in every entry, each column contributes s² tr(A⁺A⁺†) = s² tr(A†A)⁻¹ on average. Summing over 2l+1 columns,

mean ‖δD‖² = (2l+1)s² tr(A†A)⁻¹.

The addition theorem fixes tr(A†A) = N(2l+1)/(4π). With a fixed sum of eigenvalues, the sum of their inverses is least when all are equal, so

mean ‖δD‖² ≥ 4π(2l+1)²s²/N.

Equality holds when A†A is a multiple of the unit matrix. For l = 2 the six vertex axes reach the bound, 4π·25s²/6 = 52.4 s².

Dropping one axis leaves a valid square solve. The nonzero eigenvalues of A†A are those of AAᵀ, whose elements are 5P_2(x_ij)/(4π). The matrix P_2(x_ij) has 1 on the diagonal and −1/5 elsewhere, so its eigenvalues are 6/5, four times, and 1/5, once. The condition number of A is √6 = 2.45, and

mean ‖δD‖² = 5s²(4π/5)(4·5/6 + 5) = 104.7 s².

Removing one sixth of the data doubles the mean squared error. With all six axes every eigenvalue of A†A is 6/(4π), the same as the four larger ones here, so the whole increase comes from the one weak direction.

With unequal weights, the same calculation for T = 4πA†W gives 4π(2l+1)²s² Σ_i w_i². For the 16 axes Σ_i w_i² = V²/6 + F²/10 = 0.06259, against 1/16 = 0.0625. The mean squared error is thus about 0.1 per cent above the lower bound for 16 points. Equal weights on these axes reach the bound for l ≤ 2, but they do not give K = 1 at l = 3 or 4.

A d SHELL BESIDE A POINT CHARGE

Put a d electron on a thin shell of radius a = 0.60 Å and a charge −e at (0.70, 1.40, 1.40) Å, at distance d = 2.10 Å. These are round model parameters. The electron is repelled, and in atomic units its potential energy is

1/|a n − d u| = Σ_L (a^L/d^(L+1)) P_L(n·u),  u = (1, 2, 2)/3.

The series converges because a < d. Products of two d functions contain L = 0, 2 and 4, so no other term contributes within the shell.

First let u lie along z. Axial symmetry and the real basis make the matrix diagonal, with labels σ for z², π for xz and yz, and δ for xy and x²−y². Averaged over azimuth, 4π times the squared functions are

σ: 5P_2²,  π: (15/2)(z²−z⁴),  δ: (15/8)(1−z²)².

The expansion of P_2² gives 2/7 for the mean of both P_2 and P_4 in σ. Direct integration gives 1/7 for P_2 in π. The five squared functions sum to a constant, so the five means of P_2 sum to zero, and δ has −2/7. The coefficient of P_4 in z⁴ is 8/35, and the sphere average of P_4² is 1/9. This gives −4/21 for π and 1/21 for δ.

The common shift, 1/d in atomic units, is 6.857 eV. With q = a/d = 2/7, q² = 0.08163 and q⁴ = 0.00666, the energies relative to it are

σ: 6.857(2q²/7 + 2q⁴/7) = 0.173 eV,
π: 6.857(q²/7 − 4q⁴/21) = 0.071 eV,
δ: 6.857(−2q²/7 + q⁴/21) = −0.158 eV.

The σ−δ separation is 0.331 eV, or 0.0122 hartree. The σ orbital points at the negative charge and is raised most.

Now take R = Rz(φ)Ry(θ) with φ = 1.107 and θ = 0.841 rad, which carries z to u. The element of D with row xy and column z² shows the transpose at work. In the xy column of A, the nonzero entries are 0.48860 at the axis along (1, τ, 0) and −0.48860 at the axis along (−1, τ, 0). The matching entries of B in column z² are 0.20602 and −0.17010. Therefore

D = (4π/6)·0.48860·(0.20602 + 0.17010) = 0.3849.

The addition theorem gives the same element as √3 u_x u_y = 2√3/9 = 0.3849.

The rotated orbitals R S_m are eigenfunctions of the potential within the d space, with the local energies ε_m. In the laboratory basis this means

H = D diag(ε) Dᵀ.

The z² row of D is (0, 0, 0.1667, −0.8607, 0.4811). Squaring and collecting equal energies,

H(z²,z²) = 0.0278·0.173 + 0.7407·0.0713 − 0.2315·0.1578 = 0.021 eV.

The other diagonal elements, relative to the shift, are −0.027 for xy, 0.061 for yz, −0.027 for xz and −0.028 eV for x²−y². The xy and xz values agree because u has equal y and z components, and exchanging y and z exchanges these two orbitals.

Replacing D by Dᵀ, which is what sampling at Rn_i does, uses the yz column in place of the yz row. Its squares give weight 0.5556 to δ and 0.4444 to π, so the yz element becomes −0.5556·0.1578 + 0.4444·0.0713 = −0.056 eV. This is the error described at the start.

An initial turn about the local z axis would change D but not H, because it mixes orbitals of equal energy. The wrong-way block does depend on that turn: Dᵀ diag(ε) D is the field of a charge along R⁻¹z, and for R = Rz(φ)Ry(θ)Rz(γ) its yz element is −0.056 eV at γ = 0 but 0.090 eV at γ = π/2. The model leaves out the radial spread of a real d orbital, its overlap with the neighbour and covalent mixing, so its energies illustrate the rotation and do not predict a material.

FAILURE MODES

A set used beyond its degree gives K ≠ 1; the setup test on T A detects this before any rotation is made.

A matrix R that is not orthogonal does not map the unit sphere onto itself, and B = A D need not hold. It can still leave five sample points at unit length, since that puts only five conditions on the six elements of the symmetric matrix RRᵀ, so RᵀR itself should be tested on input. With a square invertible A the residual B − A D vanishes whatever B is, so it carries no warning.

The wrong sense of rotation passes every test of unitarity. It returns E(R) = D(R)†, which obeys E(R₁R₂) = E(R₂)E(R₁). Comparing E(R₁R₂) with E(R₁)E(R₂) for two rotations whose matrices do not commute exposes it.
